# Core-Level Shifts from Core-Hole Potentials, Initial States and Equivalent Cores: test program

```python
"""
Result under test: a C 1s binding energy is
    B = K + E_v[core potential with hole] - E_v[ground-state core potential],
with K an atomic constant that cancels in core-level shifts.
E_v: minimized valence energy plus point-charge repulsion of the ionic cores.
Initial-state value: first-order change at fixed ground-state valence orbitals.
Z+1 value: the core with a hole is replaced by a nitrogen core (1s filled).
All calculations: Hartree-Fock, uncontracted cc-pVDZ, atomic units inside.
Closed shells are doubly occupied; a core hole leaves one singly occupied 1s.
"""
from collections import namedtuple
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf, lib

EV = physical_constants["Hartree energy in eV"][0]
Core = namedtuple("Core", "Z orbital occ energy")
PROTON = Core(1, None, 0, 0.0)


def primitive_basis(symbol):
    primitives = {(shell[0], row[0])
                  for shell in gto.basis.load("cc-pvdz", symbol)
                  for row in shell[1:] if hasattr(row, "__len__")}
    ordered = sorted(primitives, key=lambda item: (item[0], -item[1]))
    return [[l, [exponent, 1.0]] for l, exponent in ordered]


BASIS = {"C": primitive_basis("C"), "H": primitive_basis("H")}


def orthonormal_columns(matrix):
    left, _, right = np.linalg.svd(matrix, full_matrices=False)
    return left @ right


class Frame:
    """Integrals for fixed atomic positions; nuclear charges remain free."""

    def __init__(self, atoms):
        self.mol = gto.M(atom=atoms, basis=BASIS, unit="Angstrom", verbose=0)
        self.S = self.mol.intor("int1e_ovlp")
        self.T = self.mol.intor("int1e_kin")
        self.eri = self.mol.intor("int2e", aosym="s8")
        self.R = self.mol.atom_coords()
        self.slices = self.mol.aoslice_by_atom()[:, 2:4]
        self.rinv = [self.inverse_distance(r) for r in self.R]
        w, u = eigh(self.S)
        self.space = u[:, w > 1e-8] / np.sqrt(w[w > 1e-8])

    def inverse_distance(self, point):
        with self.mol.with_rinv_origin(point):
            return self.mol.intor("int1e_rinv")

    def jk(self, density):
        return scf.hf.dot_eri_dm(self.eri, density, hermi=1)

    def bare_h(self, charges):
        return self.T - sum(z * v for z, v in zip(charges, self.rinv))

    def repulsion(self, charges):
        return sum(charges[a] * charges[b] / np.linalg.norm(self.R[a] - self.R[b])
                   for a in range(len(charges)) for b in range(a))

    def embed(self, orbital, atom):
        vector = np.zeros(len(self.S))
        first, last = self.slices[atom]
        vector[first:last] = orbital
        return vector


def run_scf(frame, h, space, start, hole=None):
    """Return energy, closed orbitals, open orbital and closed orbital energies.
    If hole is given, the singly occupied orbital is followed by its overlap."""
    to_space = space.T @ frame.S
    closed = to_space @ start
    single = None
    if hole is not None:
        guide = to_space @ hole
        guide /= np.linalg.norm(guide)
        single = guide.copy()
        closed = closed - np.outer(guide, guide @ closed)
    closed = orthonormal_columns(closed)
    n_pairs = closed.shape[1]
    diis = lib.diis.DIIS()
    diis.space = 8
    for _ in range(150):
        c = space @ closed
        density = 2 * c @ c.T
        open_orbital = None
        if hole is not None:
            open_orbital = space @ single
            spin_density = np.outer(open_orbital, open_orbital)
            density = density + spin_density
        j, k = frame.jk(density)
        fock = h + j - k / 2
        energy = np.sum(density * (h + fock)) / 2
        g = space.T @ fock @ space
        occupation = 2 * closed @ closed.T
        if hole is not None:
            spin_k = frame.jk(spin_density)[1]
            energy -= np.sum(spin_density * spin_k) / 4
            half_k = space.T @ spin_k @ space / 2
            pc = closed @ closed.T
            po = np.outer(single, single)
            pv = np.eye(len(g)) - pc - po
            part = (pc @ g @ pc + po @ g @ po + pv @ g @ pv) / 2
            part += po @ (g + half_k) @ pc + po @ (g - half_k) @ pv
            part += pv @ g @ pc
            g = part + part.T
            occupation = occupation + po
        error = g @ occupation - occupation @ g
        if np.abs(error).max() < 1e-6:
            levels = np.diag(closed.T @ g @ closed)
            return energy, c, open_orbital, levels
        g = diis.update(g, xerr=error)
        _, u = eigh(g)
        if hole is not None:
            index = np.argmax(np.abs(guide @ u))
            single = u[:, index]
            u = np.delete(u, index, axis=1)
        closed = u[:, :n_pairs]
    raise RuntimeError("SCF did not converge")


class ValenceProblem:
    """Valence electrons in the field of frozen atomic cores."""

    def __init__(self, frame, cores):
        self.frame = frame
        vectors = [frame.embed(core.orbital, a)
                   for a, core in enumerate(cores) if core.occ]
        occupations = [core.occ for core in cores if core.occ]
        self.core_density = sum(f * np.outer(v, v)
                                for f, v in zip(occupations, vectors))
        j, k = frame.jk(self.core_density)
        self.h = frame.bare_h([core.Z for core in cores]) + j - k / 2
        self.ion = frame.repulsion([core.Z - core.occ for core in cores])
        q = frame.space.T @ frame.S @ np.array(vectors).T
        full = np.linalg.qr(q, mode="complete")[0]
        self.space = frame.space @ full[:, len(vectors):]

    def transplant(self, orbitals):
        inside = self.space.T @ self.frame.S @ orbitals
        return self.space @ orthonormal_columns(inside)

    def energy(self, orbitals):
        p = 2 * orbitals @ orbitals.T
        j, k = self.frame.jk(p)
        return self.ion + np.sum(p * (self.h + j / 2 - k / 4))

    def minimize(self, start):
        e, c, _, _ = run_scf(self.frame, self.h, self.space, start)
        return e + self.ion, c


def determinant_energy(frame, charges, closed, single):
    """Full energy of all electrons, with no partition into core and valence."""
    m = np.outer(single, single)
    p = 2 * closed @ closed.T + m
    j, k = frame.jk(p)
    return (frame.repulsion(charges) + np.sum(p * frame.bare_h(charges))
            + np.sum(p * (j / 2 - k / 4)) - np.sum(m * frame.jk(m)[1]) / 4)


# Generate the atomic cores in spherical 1s(f) 2s(2) configurations.
atom = Frame("C 0 0 0")
s_index = [i for i, label in enumerate(atom.mol.ao_labels(fmt=None))
           if "s" in label[2]]
w_s, u_s = eigh(atom.S[np.ix_(s_index, s_index)])
s_space = np.zeros((len(atom.S), int(np.sum(w_s > 1e-8))))
s_space[s_index] = u_s[:, w_s > 1e-8] / np.sqrt(w_s[w_s > 1e-8])


def pack_core(charge, orbital, occ):
    d = np.outer(orbital, orbital)
    one = np.sum(d * atom.bare_h([charge]))
    coulomb = np.sum(d * atom.jk(d)[0])
    return Core(charge, orbital, occ, occ * one + occ * (occ - 1) / 2 * coulomb)


def filled_atom(charge):
    h = atom.bare_h([charge])
    _, u = eigh(s_space.T @ h @ s_space)
    return run_scf(atom, h, s_space, s_space @ u[:, :2])[1]


carbon_orbitals = filled_atom(6)
CARBON = pack_core(6, carbon_orbitals[:, 0], 2)
UNRELAXED = pack_core(6, carbon_orbitals[:, 0], 1)
hole_orbital = run_scf(atom, atom.bare_h([6]), s_space,
                       carbon_orbitals[:, 1:2], carbon_orbitals[:, 0])[2]
HOLE = pack_core(6, hole_orbital, 1)
NITROGEN = pack_core(7, filled_atom(7)[:, 0], 2)


def outer_charge(core, r):
    v = core.orbital @ atom.inverse_distance((0.0, 0.0, r)) @ core.orbital
    return core.Z - core.occ * r * v


for core in (HOLE, NITROGEN):
    assert abs(outer_charge(core, 2.0) - 5) < 0.01
assert outer_charge(NITROGEN, 0.2) > outer_charge(HOLE, 0.2)

# Chosen geometries in angstrom.
CC_A, CH_A, CC_V, CH_V, HCH = 1.20, 1.06, 1.30, 1.08, 120.0
half = np.deg2rad(HCH / 2)
y_h, z_h = CH_V * np.sin(half), -CH_V * np.cos(half)
acetylene = Frame([("C", (0, 0, 0)), ("C", (0, 0, CC_A)),
                   ("H", (0, 0, -CH_A)), ("H", (0, 0, CC_A + CH_A))])
vinylidene = Frame([("C", (0, 0, 0)), ("C", (0, 0, CC_V)),
                    ("H", (0, y_h, z_h)), ("H", (0, -y_h, z_h))])
CHARGES = [6, 6, 1, 1]
GROUND_CORES = [CARBON, CARBON, PROTON, PROTON]


def ground_state(frame):
    h = frame.bare_h(CHARGES)
    j, k = frame.jk(scf.hf.init_guess_by_minao(frame.mol))
    _, u = eigh(frame.space.T @ (h + j - k / 2) @ frame.space)
    e, c, _, levels = run_scf(frame, h, frame.space, frame.space @ u[:, :7])
    order = np.argsort(levels)
    c, levels = c[:, order], levels[order]
    problem = ValenceProblem(frame, GROUND_CORES)
    ev, cv = problem.minimize(c[:, 2:])
    return dict(E=e + frame.repulsion(CHARGES), C=c, levels=levels,
                problem=problem, Ev=ev, Cv=cv)


def analyse(frame, ground, site):
    def with_core(core):
        cores = list(GROUND_CORES)
        cores[site] = core
        return ValenceProblem(frame, cores)

    out = {}
    p0, c0, e0 = ground["problem"], ground["Cv"], ground["Ev"]
    other = frame.embed(CARBON.orbital, 1 - site)
    own = frame.embed(CARBON.orbital, site)

    # Initial state and coupling path, with the core orbital held fixed.
    p1 = with_core(UNRELAXED)
    constant = UNRELAXED.energy - CARBON.energy

    def slope(orbitals):
        return 2 * np.sum((orbitals @ orbitals.T) * (p1.h - p0.h)) + p1.ion - p0.ion

    out["initial"] = constant + slope(c0)
    total_density = p0.core_density + 2 * c0 @ c0.T
    j, k = frame.jk(total_density)
    koopmans = -own @ (frame.bare_h(CHARGES) + j - k / 2) @ own
    assert abs(out["initial"] - koopmans) < 1e-4
    weights = (own @ frame.S @ ground["C"][:, :2]) ** 2
    out["orbital"] = -weights @ ground["levels"][:2] / weights.sum()

    e1, c1 = p1.minimize(c0)
    out["fixed_core"] = constant + e1 - e0
    nodes, weights = np.polynomial.legendre.leggauss(3)
    slopes, start = [], c0
    for node in nodes:
        fraction = (node + 1) / 2
        partial = with_core(UNRELAXED._replace(occ=2 - fraction))
        _, start = partial.minimize(start)
        slopes.append(slope(start))
    integral = np.dot(weights, slopes) / 2
    assert abs(integral - (e1 - e0)) < 1e-4
    assert np.all(np.diff([slope(c0)] + slopes + [slope(c1)]) < 0)
    out["integral"] = constant + integral
    out["midpoint"] = constant + slopes[1]

    # Potential generated with a core hole, compared with full relaxation.
    ph = with_core(HOLE)
    eh, ch = ph.minimize(c0)
    out["hole"] = HOLE.energy - CARBON.energy + eh - e0
    hole_vector = frame.embed(HOLE.orbital, site)
    closed = np.column_stack([other, ch])
    partitioned = HOLE.energy + CARBON.energy + eh
    full = determinant_energy(frame, CHARGES, closed, hole_vector)
    out["partition_error"] = abs(partitioned - full)
    assert out["partition_error"] < 1e-4
    e_all = run_scf(frame, frame.bare_h(CHARGES), frame.space,
                    closed, hole_vector)[0]
    out["all_electron"] = e_all + frame.repulsion(CHARGES) - ground["E"]

    # Equivalent core, with frozen and with fully relaxed electrons.
    pn = with_core(NITROGEN)
    en, cn = pn.minimize(ch)
    out["zplus1"] = en - e0
    charges = list(CHARGES)
    charges[site] = 7
    start = np.column_stack([frame.embed(NITROGEN.orbital, site), other, cn])
    e_n = run_scf(frame, frame.bare_h(charges), frame.space, start)[0]
    out["zplus1_all"] = e_n + frame.repulsion(charges) - ground["E"]
    out["D"] = en - eh
    out["D_upper"] = pn.energy(pn.transplant(ch)) - eh
    out["D_lower"] = en - ph.energy(ph.transplant(cn))
    assert out["D_lower"] <= out["D"] + 1e-7
    assert out["D"] <= out["D_upper"] + 1e-7
    return out


ground_a, ground_v = ground_state(acetylene), ground_state(vinylidene)
names = ["acetylene C", "vinylidene CH2 C", "vinylidene end C"]
results = [analyse(acetylene, ground_a, 0), analyse(vinylidene, ground_v, 0),
           analyse(vinylidene, ground_v, 1)]
reference = results[0]


def shift(result, key):
    return (result[key] - reference[key]) * EV


for r in results:
    assert abs(r["hole"] - r["all_electron"]) * EV < 0.3
    assert (abs(r["hole"] - r["all_electron"])
            < abs(r["fixed_core"] - r["all_electron"]))
for r in results[1:]:
    assert abs(shift(r, "hole") - shift(r, "all_electron")) < 0.1
    assert abs(shift(r, "initial") - shift(r, "orbital")) < 0.1
    assert abs(shift(r, "zplus1") - shift(r, "zplus1_all")) < 0.1

print(f"acetylene CC, CH (angstrom): {CC_A:.2f}, {CH_A:.2f}")
print(f"vinylidene CC, CH (angstrom), HCH (deg): {CC_V:.2f}, {CH_V:.2f}, {HCH:.0f}")
print(f"basis functions per molecule: {len(vinylidene.S)}")
print(f"hartree in eV: {EV:.6f}")
for r in (0.2, 1.0, 2.0):
    print(f"core charge seen at {r:.1f} bohr, C hole / N (e): "
          f"{outer_charge(HOLE, r):.4f} / {outer_charge(NITROGEN, r):.4f}")
print(f"atomic constant K, core-hole potential (eV): "
      f"{(HOLE.energy - CARBON.energy) * EV:.3f}")
for name, r in zip(names, results):
    print(f"[{name}] binding energies in eV")
    print(f"  initial state: {r['initial'] * EV:.3f}")
    print(f"  valence relaxed, core orbital fixed: {r['fixed_core'] * EV:.3f}")
    print(f"  coupling integral / midpoint: {r['integral'] * EV:.3f} / "
          f"{r['midpoint'] * EV:.3f}")
    print(f"  core-hole potential: {r['hole'] * EV:.3f}")
    print(f"  all-electron Delta-SCF: {r['all_electron'] * EV:.3f}")
    print(f"  valence / core relaxation: "
          f"{(r['initial'] - r['fixed_core']) * EV:.3f} / "
          f"{(r['fixed_core'] - r['hole']) * EV:.3f}")
    print(f"  Z+1 offset D, lower / value / upper: {r['D_lower'] * EV:.3f} / "
          f"{r['D'] * EV:.3f} / {r['D_upper'] * EV:.3f}")
for name, r in zip(names[1:], results[1:]):
    print(f"[{name}] shifts from acetylene in eV")
    print(f"  initial state / orbital energies: {shift(r, 'initial'):.3f} / "
          f"{shift(r, 'orbital'):.3f}")
    print(f"  core orbital fixed: {shift(r, 'fixed_core'):.3f}")
    print(f"  core-hole potential / all-electron: {shift(r, 'hole'):.3f} / "
          f"{shift(r, 'all_electron'):.3f}")
    print(f"  Z+1 frozen core / all-electron: {shift(r, 'zplus1'):.3f} / "
          f"{shift(r, 'zplus1_all'):.3f}")
    print(f"  Z+1 error: {shift(r, 'D'):.3f}")
print("vinylidene end C minus CH2 C, shifts in eV")
for label, key in (("initial state", "initial"), ("core-hole potential", "hole"),
                   ("all-electron", "all_electron"), ("Z+1", "zplus1")):
    print(f"  {label}: {(results[2][key] - results[1][key]) * EV:.3f}")
print(f"largest core-valence partition error (meV): "
      f"{max(r['partition_error'] for r in results) * EV * 1000:.4f}")
print("tests ok")
```

It prints:

```
acetylene CC, CH (angstrom): 1.20, 1.06
vinylidene CC, CH (angstrom), HCH (deg): 1.30, 1.08, 120
basis functions per molecule: 66
hartree in eV: 27.211386
core charge seen at 0.2 bohr, C hole / N (e): 5.2090 / 5.3307
core charge seen at 1.0 bohr, C hole / N (e): 5.0004 / 5.0000
core charge seen at 2.0 bohr, C hole / N (e): 5.0000 / 5.0000
atomic constant K, core-hole potential (eV): 391.405
[acetylene C] binding energies in eV
  initial state: 305.774
  valence relaxed, core orbital fixed: 292.504
  coupling integral / midpoint: 292.504 / 292.723
  core-hole potential: 291.605
  all-electron Delta-SCF: 291.589
  valence / core relaxation: 13.269 / 0.900
  Z+1 offset D, lower / value / upper: -9.022 / -7.274 / -5.523
[vinylidene CH2 C] binding energies in eV
  initial state: 305.735
  valence relaxed, core orbital fixed: 292.451
  coupling integral / midpoint: 292.451 / 292.662
  core-hole potential: 291.550
  all-electron Delta-SCF: 291.537
  valence / core relaxation: 13.284 / 0.902
  Z+1 offset D, lower / value / upper: -8.910 / -7.190 / -5.467
[vinylidene end C] binding energies in eV
  initial state: 307.377
  valence relaxed, core orbital fixed: 294.627
  coupling integral / midpoint: 294.627 / 294.847
  core-hole potential: 293.706
  all-electron Delta-SCF: 293.706
  valence / core relaxation: 12.750 / 0.921
  Z+1 offset D, lower / value / upper: -10.305 / -8.255 / -6.200
[vinylidene CH2 C] shifts from acetylene in eV
  initial state / orbital energies: -0.038 / -0.035
  core orbital fixed: -0.053
  core-hole potential / all-electron: -0.055 / -0.051
  Z+1 frozen core / all-electron: 0.029 / 0.024
  Z+1 error: 0.084
[vinylidene end C] shifts from acetylene in eV
  initial state / orbital energies: 1.603 / 1.570
  core orbital fixed: 2.122
  core-hole potential / all-electron: 2.101 / 2.117
  Z+1 frozen core / all-electron: 1.120 / 1.118
  Z+1 error: -0.981
vinylidene end C minus CH2 C, shifts in eV
  initial state: 1.642
  core-hole potential: 2.156
  all-electron: 2.169
  Z+1: 1.092
largest core-valence partition error (meV): 0.2638
tests ok
```
